# Why a parabola cannot certify the electron affinities of H and F

**Q:** I get electron affinities without ever calculating an anion. I take the ionisation energies of the neutral atom and the next two positive ions with the same number of electrons, draw a parabola in the nuclear charge, and read it one charge lower. Ionisation energies along such a series are almost quadratic, so the result should be reliable. What could go wrong?

**A:** "Almost quadratic" has to be measured against the affinity, which is small. Let \(E_N(Z)\) be the ground-state energy of \(N\) electrons around a fixed point nucleus of charge \(Z\), without relativity. In atomic units the ionisation energy is

\[
I(Z)=E_{N-1}(Z)-E_N(Z).
\]

The neutral atom has \(Z=N\). The anion has \(Z=N-1\), and there \(I\) is the electron affinity of the neutral atom with nuclear charge \(N-1\).

**Q:** Where does the parabola come from, and what does it leave out?

**A:** Put \(\mathbf r=\boldsymbol\rho/Z\). The kinetic energy acquires a factor \(Z^2\). The nuclear attraction \(-Z/r\) becomes \(-Z^2/\rho\), and the repulsion \(1/r_{ij}\) becomes \(Z/\rho_{ij}\). Hence

\[
H=Z^2\Big[h_0+\frac1Z\sum_{i<j}\frac1{\rho_{ij}}\Big],
\]

where \(h_0\) describes independent electrons at unit nuclear charge. As long as the ground state keeps the same character along the series, perturbation theory in \(1/Z\) gives

\[
E_N(Z)=Z^2\Big(e_0+\frac{e_1}{Z}+\frac{e_2}{Z^2}+\frac{e_3}{Z^3}+\dots\Big).
\]

The difference of two such series has the form

\[
I(Z)=aZ^2+bZ+c+\sum_{k\ge1}\frac{c_k}{Z^k}.
\]

The parabola can represent the first three terms. It has no place for the sum, which I shall call the tail.

**Q:** Can you give the coefficients for two electrons?

**A:** The one-electron ion has energy \(-Z^2/2\). Two independent 1s electrons have \(e_0=2(-1/2)=-1\). The next coefficient, \(e_1\), is the mean repulsion of two 1s electrons at unit charge. The radial density of one electron is \(4s^2e^{-2s}\), so its potential, from the charge inside and outside radius \(r\), is

\[
\begin{aligned}
\phi(r)&=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds\\
&=\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)\\
&=\frac1r-e^{-2r}\Big(1+\frac1r\Big).
\end{aligned}
\]

Averaging over the other electron gives

\[
\begin{aligned}
e_1&=4\int_0^\infty\!\big(re^{-2r}-r^2e^{-4r}-re^{-4r}\big)dr\\
&=4\Big(\frac14-\frac1{32}-\frac1{16}\Big)=\frac58 .
\end{aligned}
\]

Therefore

\[
\begin{aligned}
I(Z)&=-\frac{Z^2}{2}-\Big(-Z^2+\frac58Z+e_2+\frac{e_3}{Z}+\dots\Big)\\
&=\frac{Z^2}{2}-\frac58Z-e_2-\frac{e_3}{Z}-\dots,
\end{aligned}
\]

so \(a=1/2\), \(b=-5/8\), \(c=-e_2\) and \(c_k=-e_{k+2}\).

**Q:** My parabola is fitted to actual ionisation energies, so it should absorb some of the tail. How much is left?

**A:** Each finite difference lowers the degree of a polynomial by one, so the third difference of a parabola \(Q\) vanishes:

\[
Q(N-1)-3Q(N)+3Q(N+1)-Q(N+2)=0.
\]

At the three fitted points \(Q=I\), which gives your prediction:

\[
Q(N-1)=3I(N)-3I(N+1)+I(N+2).
\]

Define the miss as \(\Delta=I(N-1)-Q(N-1)\). It is a third difference of \(I\), so \(a\), \(b\) and \(c\) drop out. If the series converges at all four charges, the tail remains:

\[
\Delta=\sum_{k\ge1}c_kw_k,
\]

\[
w_k=\frac1{(N-1)^k}-\frac3{N^k}+\frac3{(N+1)^k}-\frac1{(N+2)^k}.
\]

For \(k=1\), write \(m=N-1\) and take the differences in turn. The first is \(1/m-1/(m+1)=1/[m(m+1)]\). The second is \(2/[m(m+1)(m+2)]\). The third is

\[
w_1=\frac{2[(m+3)-m]}{m(m+1)(m+2)(m+3)}
=\frac6{m(m+1)(m+2)(m+3)}.
\]

**Q:** That looks reassuringly small. What happens for H⁻?

**A:** I use variational energies from 203 correlated functions. These are products of Laguerre polynomials in \(r_2+r_{12}-r_1\), \(r_1+r_{12}-r_2\) and \(r_1+r_2-r_{12}\), times an exponential in \(r_1+r_2\) whose scale is optimised for each \(Z\). They give \(I(2)=0.903724\), \(I(3)=2.779913\) and \(I(4)=5.655566\) hartree. The parabola gives

\[
3(0.903724)-3(2.779913)+5.655566=0.026999.
\]

The direct value for H⁻ is \(0.027751\) hartree. In electronvolts the prediction is 0.735 and the direct value 0.755.

**Q:** An error of 0.02 eV! That is 2.7% of the affinity. It supports my case.

**A:** It supports the parabola as an estimate for H⁻. To see whether it supports the method, look at how the miss is made up. The coefficients \(e_n\) follow from the perturbation recursion in the same kind of basis, so the last digit of each tabulated \(c_k\) is limited by the basis. With \(m=1\), \(w_1=6/24=1/4\), while \(w_k\to1\) at large \(k\), because the terms with 2, 3 and 4 in the denominator die away. In units of \(10^{-5}\) hartree:

| \(k\) | \(c_k\) | \(w_k\) | \(c_kw_k\) | running sum |
|---:|---:|---:|---:|---:|
| 1 | −869 | 0.250 | −217 | −217 |
| 2 | 88 | 0.521 | 46 | −171 |
| 3 | 104 | 0.720 | 75 | −96 |
| 4 | 61 | 0.846 | 52 | −45 |
| 5 | 37 | 0.918 | 34 | −11 |
| 6 | 24 | 0.957 | 23 | 13 |

The full miss is \(+75\) in these units. The \(1/Z\) term contributes \(-217\) and all higher terms together \(+293\) (the total is rounded from more digits). The running sum does not even have the right sign until the sixth term, and most of the final value comes from terms after that. The small miss is the remainder of two larger contributions of opposite sign.

**Q:** Perhaps the fit arranges that cancellation, and I can rely on it.

**A:** The fit fixes the weights \(w_k\), but it does not know the signs and sizes of the \(c_k\). Suppose you improve the recipe by adding a term \(d/Z\), fixed by one more ion. First extrapolate to He from \(Z=3,4,5\), with \(I(5)=9.530972\) hartree. The miss there is \(-0.000289\) hartree. If the tail were \(d/Z\), the miss would scale with \(w_1\), which is \(6/(2\cdot3\cdot4\cdot5)=1/20\) for He and \(1/4\) for H⁻. The predicted miss for H⁻ is therefore five times that of He:

\[
5(-0.000289)=-0.001445,
\]

\[
0.026999-0.001445=0.025554.
\]

The improved formula is now 7.9% below the direct value. One more correct power in the fit has made the answer worse.

**Q:** What if I use ions further from the anion, where the quadratic form is more accurate?

**A:** Through \(Z=3,4,5\) the parabola gives 0.027865 hartree at \(Z=1\), only 0.4% above the direct value. This looks even better, but the extrapolation is longer. Its Lagrange weights at \(Z=1\) are 6, −8 and 3, so the weight of \(c_1\) in the miss is

\[
1-\frac63+\frac84-\frac35=0.4 .
\]

The \(1/Z\) term alone contributes \(0.4(-0.00869)=-0.0035\) hartree. The total miss is \(-0.0001\) hartree, so the higher terms contribute about \(+0.0034\). The cancellation is closer, although each part is larger. At the other extreme, the parabola with the true \(a\), \(b\) and \(c\) gives

\[
\frac12-\frac58+0.1577=0.0327\ \text{hartree},
\]

which is 18% too high. The agreement depends on which parabola is chosen.

**Q:** Why do the high orders matter so much for H⁻? For He my method seems excellent.

**A:** It is: the miss for He is 0.03% of its ionisation energy. There the \(1/Z\) term gives \(-0.000435\) hartree and the higher terms \(+0.000146\), so the leading term sets the sign.

For H⁻ the factor \(Z^{-k}\) gives no damping, and the weights \(w_k\) rise from 1/4 towards 1. The table already shows the result: the terms from \(k=2\) to \(k=6\) add up to 230, against −217 from the first.

How slowly the later terms die away is a separate question. It involves the threshold charge \(Z_c\), defined by \(I(Z_c)=0\). Treat \(Z\) as continuous in the Hamiltonian and lower it. At \(Z_c\) the two-electron level meets the energy of the one-electron ion plus a free electron at rest. The variational calculation gives \(Z_c=0.911\), just below the charge of H⁻.

The bound level enters the continuum there, and I take this point to be the singularity that limits the two-electron series. On that assumption the radius of convergence in \(1/Z\) is \(1/Z_c\), and if the coefficient ratio has a limit, it is \(Z_c\). Successive terms at charge \(Z\) then eventually shrink by the factor

\[
\frac{|c_{k+1}|Z^{-k-1}}{|c_k|Z^{-k}}\longrightarrow\frac{Z_c}{Z}.
\]

This is 0.91 for H⁻ and 0.46 for He.

**Q:** Do the coefficients behave that way?

**A:** They are consistent with it. The ratios \(e_6/e_5\), \(e_9/e_8\) and \(e_{12}/e_{11}\) are 0.59, 0.68 and 0.73. They rise towards 0.91 but are still well below it, so these orders do not prove the limit. They do show slow decay at \(Z=1\), where no powers of \(Z\) help. At \(Z=2\) each further term gains an additional factor of one half.

**Q:** So nearness to the singularity ruins the parabola?

**A:** That would claim too much. The H⁻ parabola is not ruined. Nearness to the threshold has two effects, and neither fixes the size or sign of the miss. The first holds if the threshold limits the series, as assumed above: successive terms then eventually shrink slowly at the anion, so a few orders need not be enough to give the miss. The second is that \(I\) itself is small. If \(I\) has a finite slope \(g\) near \(Z_c\), then

\[
I(Z)\approx g(Z-Z_c),\qquad
\frac{\Delta}{I}\approx\frac{\Delta}{g(Z-Z_c)} .
\]

An absolute error that would be harmless for a positive ion can become a large fraction of the affinity.

From He to H⁻ the magnitude of the miss grows by \(0.000752/0.000289=2.6\), but \(I\) falls by \(0.903724/0.027751=33\). The relative miss therefore grows about 85-fold, mostly through the smaller denominator.

**Q:** Then show me an anion where the cancellation does not rescue me.

**A:** Take F⁻, with ten electrons and \(Z=9\). The same form of expansion applies, although I have not shown that the ten-electron series converges at \(Z=9\). In the hydrogenic limit the ten-electron state fills the first two shells. The nine-electron state has one 2p hole. A 2s hole would have the same hydrogenic energy but opposite parity, so the two do not mix.

This calculation is less accurate than the two-electron one. I use ionisation equation-of-motion CCSD: a coupled-cluster calculation with single and double excitations for the ten-electron closed shell, followed by removal of an electron, with or without an accompanying excitation. The uncontracted Gaussian basis has 12 s, 8 p, 3 d and 1 f shells, or 58 functions, and its exponents scale as \((Z-4.15)^2\). Higher excitations, larger bases and relativity are left out. I therefore compare each extrapolation with the direct value at the same level, not with experiment.

The ionisation energies are 21.331 eV for Ne, 47.023 eV for Na⁺ and 79.891 eV for Mg²⁺. Your recipe gives

\[
3(21.331)-3(47.023)+79.891\approx2.81\ \text{eV}.
\]

The direct value for F⁻ is 3.32 eV. The parabola is 0.50 eV too low, or 15% of the direct value. These digits are not converged in the basis: a 12s9p4d2f1g basis with the 1s shell frozen raises the direct F⁻ value by about 0.07 eV, to 3.39 eV. The measured ionisation energies, 21.565, 47.286 and 80.144 eV, give 2.98 eV against the measured affinity of 3.40 eV, a miss of 0.42 eV or 12%.

**Q:** Could that be a defect of the coupled-cluster calculation rather than of the parabola?

**A:** The affinity depends strongly on the level, but the parabola is too low at each level I tried. Hartree–Fock energy differences, spin-unrestricted for the nine-electron state, give 1.18 eV directly and 0.90 eV by extrapolation. MP2 energy differences give 3.61 and 3.12 eV. The misses are 24% and 13% of the respective direct values. A restricted open-shell treatment gives about 1.33 and 1.05 eV, with nearly the same miss of 0.29 eV. The larger basis raises the direct MP2 value by about 0.08 eV. Electron correlation changes the size of the miss, but the miss is already present in the mean-field energies.

**Q:** And does the recipe work one charge higher, as it did for He?

**A:** Much better. Al³⁺ has \(I=119.773\) eV at the coupled-cluster level, and the parabola through Na⁺, Mg²⁺ and Al³⁺ predicts

\[
3(47.023)-3(79.891)+119.773\approx21.17\ \text{eV}
\]

for Ne. This is 0.16 eV below the direct value, a miss of 0.76%. Going from Ne to F⁻, the absolute miss grows by a factor of 3.1 and the ionisation energy falls by a factor of 6.4. Together they make the relative miss 20 times larger. The growth factor depends somewhat on the level: measured ionisation energies give about 2.9.

**Q:** Is F⁻ also close to its threshold?

**A:** Closer than H⁻, in relative terms. At the coupled-cluster level the ionisation energy falls from 3.32 eV at \(Z=9\) to 1.38 eV at \(Z=8.85\) and 0.21 eV at \(Z=8.75\). It vanishes near \(Z_c=8.73\). Thus \(Z_c/Z\) is 0.97 for F⁻, against 0.91 for H⁻. In this basis, lowering the nuclear charge by less than 3% removes 94% of the binding of the last electron. The basis shift of 0.07 eV found at \(Z=9\) is a third of the value at \(Z=8.75\). A shift of that size would lower the fraction to about 92% and move \(Z_c\) by less than 0.01.

**Q:** Then the factor of 3.1 must be the signature of that singularity.

**A:** It shows that a pure \(1/Z\) tail is insufficient, but it does not locate a singularity. For a pure \(1/Z\) tail the growth would be

\[
\frac{w_1(\text{F}^-)}{w_1(\text{Ne})}
=\frac{10\cdot11\cdot12\cdot13}{9\cdot10\cdot11\cdot12}
=\frac{13}{9}=1.44 .
\]

Now try a tail \(d/(Z-s)\). It contains all inverse powers, since \(d/(Z-s)=d\sum_{k\ge1}s^{k-1}/Z^k\) for \(Z>|s|\). The same differences, with each charge shifted by \(s\), give

\[
\frac{13-s}{9-s}=3.10,
\qquad
s=\frac{3.10\cdot9-13}{2.10}\approx7.1 .
\]

This smooth model reproduces the growth with a pole well below 8.73. Moreover, \(I\) stays finite at its threshold, so a pole at \(Z_c\) would be the wrong model. I have not shown that the threshold is the nearest singularity of the ten-electron series in the complex plane.

**Q:** Can high powers matter even when the charges are as large as 9 to 12? Why would the fitted parabola not absorb them?

**A:** Because the third difference favours them. Compare the weight with the size of the power at the anion:

\[
9^kw_k=1-3\Big(\frac9{10}\Big)^k+3\Big(\frac9{11}\Big)^k-\Big(\frac9{12}\Big)^k .
\]

For \(k=1\) this is 0.0045, so the fitted parabola absorbs nearly all of a \(1/Z\) term. For \(k=10\) it is 0.30. High powers vary too rapidly between neighbouring charges for a parabola to follow. Their coefficients decide whether this matters, and the fit does not reveal them.

**Q:** Would the extra \(d/Z\) term at least help here?

**A:** Yes, in part. Scaling the Ne miss by \(13/9\) gives \(0.162\times1.44=0.23\) eV, which raises the prediction from 2.81 to 3.05 eV. That is still 0.27 eV, or 8%, below the direct value. The same correction that worsened H⁻ improves F⁻. Moving the parabola one charge further out improved H⁻, but the same move, to Na⁺, Mg²⁺ and Al³⁺, makes F⁻ worse: it gives 2.33 eV, about 1 eV too low.

**Q:** Then what may I still use the parabola for?

**A:** For a first estimate well above threshold, as for He and Ne, where it missed by less than 1%. These are two closed-shell examples, not an error bound for other atoms: with measured ionisation energies the same recipe misses Mg by 2.5% and Na by 4.6%. Even there, the ground configuration must stay the same along the series. With 19 electrons it does not: the outer electron is 4s in K and Ca⁺ but 3d in Sc²⁺, so the ionisation energies do not follow a single smooth curve. If you use it for an anion, remember that errors in the three inputs enter with weights 3, −3 and 1. Independent errors of up to \(\delta\) in each can shift the result by as much as \(7\delta\), even before the tail is considered.

For an affinity you intend to rely on, calculate the anion and the neutral atom directly, with diffuse functions for the weakly bound electron and a balanced treatment of correlation. This matters most when the question is whether the anion is bound at all. A miss of the size found for F⁻ could reverse the answer for an anion bound by a few tenths of an electronvolt.

**Q:** So my success with H⁻ was real, but it was not evidence that the next anion would work.

**A:** Yes. The number was close, but its closeness came from terms that the parabola neither contains nor estimates.
